**Testing the sonic entrance condition of an oblique magnetic presheath**

The program tests the result that cold ions streaming along an oblique magnetic field can leave a uniform plasma towards a wall only if their parallel speed $u_0$ is at least $c_s=\sqrt{T_e/M}$, where $T_e$ is the electron temperature and $M$ the ion mass. Lengths are in $\rho_s=c_s/\omega$, with $\omega$ the ion gyrofrequency, and the field makes 30° with the wall surface. It asserts the factorised slope of the squared transverse speed by symbolic algebra, and the derived potential and ion density response by pushing ions with the Lorentz force. Jacobian eigenvalues, with space charge included, show no growing mode at $u_0=0.5$ and $0.9\,c_s$, and growth at $1.2$ and $2.5\,c_s$. A kicked flow at $0.9\,c_s$ changes its normal speed by only 0.2%, while one at $1.1\,c_s$ runs on to the sheath edge. With friction reduced to $10^{-5}\omega$, the flow approaches the layer with $u_0=c_s$; the measured error exponent is 0.72, inside the asserted range of 0.65 to 0.95. For the argon example the required speed is 2692 m/s, but with collisions at 0.3 mTorr the parallel speed $2\rho_s$ before the edge is $0.64\,c_s$ instead of $1.16\,c_s$, so the collisionless limit is not reached there.

## Numerical check

```python
"""Entrance condition of a collisionless magnetic presheath.

Result under test: cold ions streaming along an oblique magnetic field can
leave a uniform plasma towards a wall only if their parallel speed u0 is at
least the sound speed cs = sqrt(Te/M).
Scaled units: speed cs, length rho_s = cs/omega (omega = ion gyrofrequency),
potential Te/e, density that of the uniform plasma.
x points into the wall; B direction = (s, 0, c), s = sin(alpha), c = cos(alpha),
alpha = angle between B and the wall surface. Ion velocity = (u, v, w).
U = u0*s is the normal speed at the entrance; the Debye sheath edge is u = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import erfc

alpha_deg = 30.0
s = np.sin(np.radians(alpha_deg))
c = np.cos(np.radians(alpha_deg))


def w_of_u(u, u0):
    U = u0 * s
    return u0 * c - (s / c) * (u + 1 / u - U - 1 / U)


def v_squared(u, u0):
    return u0**2 + 2 * np.log(u / (u0 * s)) - u**2 - w_of_u(u, u0)**2


def dx_du(u, u0):
    return (1 - u**2) / (c * u * np.sqrt(v_squared(u, u0)))


def distance_to_edge(u, u0):
    return quad(dx_du, u, 1.0, args=(u0,), epsabs=1e-10, epsrel=1e-8,
                limit=200)[0]


def parallel_speed_at(distance, u0):
    u = brentq(lambda q: distance_to_edge(q, u0) - distance,
               u0 * s * 1.01, 1.0)
    return s * u + c * w_of_u(u, u0)


def push_ion(grad_phi, x_start, x_stop, u0):
    """Newton's equation with the Lorentz force; returns final velocity."""
    def rhs(t, y):
        x, vx, vy, vz = y
        return [vx, -grad_phi(x) + c * vy, s * vz - c * vx, -s * vy]

    def arrived(t, y):
        return y[0] - x_stop
    arrived.terminal = True
    arrived.direction = 1
    sol = solve_ivp(rhs, (0, 1e4), [x_start, u0 * s, 0.0, u0 * c],
                    method="DOP853", rtol=1e-10, atol=1e-12, events=arrived)
    assert sol.status == 1
    return sol.y[1:, -1]


def fluid_flow(nu, start, sigma_max):
    """Quasineutral ion fluid with friction rate nu (in units of omega).
    Stretched variable sigma, dx = (1-u^2) dsigma, is regular at u = 1."""
    def rhs(sig, y):
        x, u, v, w = y
        g = 1 - u * u
        return [g, u * (nu * u - c * v),
                g * (s * w - c * u - nu * v) / u,
                g * (-s * v - nu * w) / u]

    def edge(sig, y):
        return y[1] - 1.0
    edge.terminal = True
    return solve_ivp(rhs, (0, sigma_max), [0.0] + list(start),
                     method="DOP853", rtol=1e-9, atol=1e-12,
                     events=edge, dense_output=True)


def collisional_parallel_speed(nu, q_start, distance):
    """Start on the slow field-aligned flow with parallel speed q_start."""
    u = s * q_start
    du = nu * q_start**2 / (1 - q_start**2)
    v = ((u - 1 / u) * du + nu * u) / c
    sol = fluid_flow(nu, [u, v, c * q_start], 20 / nu)
    assert sol.status == 1
    target = sol.y[0, -1] - distance
    assert target > 0
    sig = brentq(lambda q: sol.sol(q)[0] - target, 0, sol.t[-1])
    y = sol.sol(sig)
    return s * y[1] + c * y[3]


# --- factorised slope of v^2(u), by symbolic algebra
us, u0s, ss = sp.symbols("u u0 s", positive=True)
cs_sym = sp.sqrt(1 - ss**2)
w_sym = u0s * cs_sym - ss / cs_sym * (us + 1 / us - u0s * ss - 1 / (u0s * ss))
F_sym = u0s**2 + 2 * sp.log(us / (u0s * ss)) - us**2 - w_sym**2
slope = 2 * (1 - us**2) * (us - u0s * ss) * (us - ss / u0s) \
    / ((1 - ss**2) * us**3)
assert sp.simplify(sp.diff(F_sym, us) - slope) == 0

# --- derived potential, tested by pushing an ion through it
push_errors = []
for u0, d_min, u_end, tol in ((1.2, 1e-4, 0.9, 1e-3), (1.0, 1e-3, 0.9, 1e-2)):
    U = u0 * s
    log_d = np.linspace(np.log(d_min), np.log(u_end - U), 500)
    u_grid = U + np.exp(log_d)
    x_grid = CubicSpline(log_d, np.exp(log_d) * dx_du(u_grid, u0)
                         ).antiderivative()(log_d)
    phi_grid = -np.log(u_grid / U)
    field = CubicSpline(x_grid, phi_grid).derivative()
    worst = 0.0
    for k in (400, 499):
        vel = push_ion(lambda x: float(field(x)), x_grid[0], x_grid[k], u0)
        worst = max(worst, abs(U / vel[0] / np.exp(phi_grid[k]) - 1))
    assert worst < tol, (u0, worst)
    push_errors.append(worst)

# --- ion density response to a small exponential potential
def response(kappa, u0):
    U2 = (u0 * s)**2
    return (U2 * kappa**2 + s**2) / (U2 * (U2 * kappa**2 + 1))


eps = 1e-4
response_rows = []
for u0, kappa in ((0.9, 0.3), (0.9, 2.0), (1.2, 0.3), (1.2, 2.0)):
    vel = push_ion(lambda x: -eps * kappa * np.exp(kappa * x),
                   -15 / kappa, 0.0, u0)
    measured = (1 - u0 * s / vel[0]) / eps
    assert abs(measured / response(kappa, u0) - 1) < 2e-3
    response_rows.append((u0, kappa, measured))

# --- spatial modes with space charge: Jacobian against the quadratic
def jacobian_modes(u0, lam):
    U = u0 * s

    def rhs(y):
        u, v, w, phi, g = y
        return np.array([(-g + c * v) / u, (s * w - c * u) / u, -s * v / u,
                         g, (np.exp(phi) - U / u) / lam**2])
    base = np.array([U, 0, u0 * c, 0, 0])
    h = 1e-5
    J = np.array([(rhs(base + h * e) - rhs(base - h * e)) / (2 * h)
                  for e in np.eye(5)]).T
    return np.linalg.eigvals(J)


lam_test = 0.3
growth = {}
for u0 in (0.5, 0.9, 1.2, 2.5):
    U = u0 * s
    K = np.roots([-lam_test**2 * U**4, U**4 - lam_test**2 * U**2 - U**2,
                  U**2 - s**2])
    assert np.max(np.abs(np.imag(K))) < 1e-12
    growth[u0] = np.max(jacobian_modes(u0, lam_test).real)
    if u0 < 1:
        assert np.all(K.real < 0) and growth[u0] < 1e-4
    else:
        assert np.sum(K.real > 0) == 1
        assert abs(growth[u0] / np.sqrt(np.max(K.real)) - 1) < 1e-5
kappa_qn = np.sqrt((1.2**2 - 1) / (1.2**2 * (1 - (1.2 * s)**2)))
kappa_small_debye = np.max(jacobian_modes(1.2, 0.01).real)
assert abs(kappa_small_debye / kappa_qn - 1) < 1e-3

# --- a small kick: subsonic flow stays, supersonic flow reaches the edge
sub = fluid_flow(0.0, [0.9 * s, -1e-3, 0.9 * c], 300)
sup = fluid_flow(0.0, [1.1 * s, -1e-3, 1.1 * c], 300)
sub_excursion = np.max(np.abs(sub.y[1] / (0.9 * s) - 1))
assert sub.status == 0 and sub_excursion < 0.02
assert sup.status == 1

# --- algebraic tail of the marginal layer: phi = -6 c^2 / X^2
drops = (1e-3, 2e-3)
x_gap = quad(dx_du, s * np.exp(drops[0]), s * np.exp(drops[1]),
             args=(1.0,), epsrel=1e-6)[0]
tail = (x_gap / (drops[0]**-0.5 - drops[1]**-0.5))**2
assert abs(tail / (6 * c**2) - 1) < 0.02

# --- weak friction selects the marginal layer.
# Near the edge the layer depends on u0 - 1 only to second order, and the
# friction error is expected to fall as nu^(4/5), so very small nu is needed.
X_cmp = 2.0
q_marginal = parallel_speed_at(X_cmp, 1.0)
q_faster = {u0: parallel_speed_at(X_cmp, u0) for u0 in (1.05, 1.10)}
q_fric = {nu: collisional_parallel_speed(nu, q_start, X_cmp)
          for nu, q_start in ((1e-3, 0.6), (1e-4, 0.6), (1e-5, 0.8))}
err = {nu: abs(q - q_marginal) for nu, q in q_fric.items()}
assert err[1e-4] < 0.5 * err[1e-3]
assert err[1e-5] < 0.5 * err[1e-4]
friction_exponent = np.log10(err[1e-4] / err[1e-5])
assert 0.65 < friction_exponent < 0.95, friction_exponent
assert err[1e-5] < 0.25 * abs(q_faster[1.10] - q_marginal)

# --- worked example: rough values of a low-pressure argon helicon etcher
Te_eV, B, n_e = 3.0, 0.1, 1e17
p_mTorr, T_gas, Ti_eV = 0.3, 300.0, 0.1
sigma_in, K_iz = 1e-18, 1e-16
M = 39.948 * const.atomic_mass
e = const.e
c_s = np.sqrt(Te_eV * e / M)
omega = e * B / M
rho_s = c_s / omega
debye = np.sqrt(const.epsilon_0 * Te_eV / (n_e * e))
rho_e = np.sqrt(const.m_e * Te_eV * e) / (e * B)
n_gas = p_mTorr * 1e-3 * const.torr / (const.k * T_gas)
mfp = 1 / (n_gas * sigma_in)
nu_ex = rho_s / mfp

# warm ions: density of a flat parallel distribution after a slow small drop
half_width = np.sqrt(3 * Ti_eV / Te_eV)
u_warm = np.sqrt(1 + half_width**2)
n_after = quad(lambda q: q / np.sqrt(q * q + 2 * eps) / (2 * half_width),
               u_warm - half_width, u_warm + half_width,
               epsabs=1e-13, epsrel=1e-13)[0]
assert abs((1 - n_after) / eps - 1) < 2e-3

v_edge = -np.sqrt(v_squared(1.0, 1.0))
w_edge = w_of_u(1.0, 1.0)
pre_drop = np.log(1 / s)
wall_guided = 0.5 * np.log(M / (2 * np.pi * const.m_e))
wall_free = wall_guided + np.log(1 / s)


def impact_angle(wall_drop):
    normal = np.sqrt(1 + 2 * (wall_drop - pre_drop))
    return np.degrees(np.arctan2(np.hypot(v_edge, w_edge), normal))


missing_tail = 0.5 * erfc(np.sqrt(wall_guided - pre_drop))
q_example = collisional_parallel_speed(nu_ex, 0.1, X_cmp)

print("TESTS (scaled units, field angle 30 deg)")
print(f"pushed-ion density error, u0=1.2: {push_errors[0]:.1e}; "
      f"u0=1.0: {push_errors[1]:.1e}")
for u0, kappa, r in response_rows:
    print(f"ion response, u0={u0:.1f} cs, kappa*rho_s={kappa:.1f}: {r:.4f}")
print(f"Debye length / rho_s in mode test: {lam_test:.1f}")
for u0, g in growth.items():
    print(f"largest growth rate x rho_s, u0={u0:.1f} cs: {g:.4f}")
print(f"quasineutral growth rate x rho_s, u0=1.2 cs: {kappa_qn:.4f}")
print(f"same, modes at Debye length 0.01 rho_s: {kappa_small_debye:.4f}")
print(f"kicked flow u0=0.9 cs, largest change of u: {100*sub_excursion:.3f} %")
print(f"kicked flow u0=1.1 cs reaches edge after: {sup.y[0, -1]:.2f} rho_s")
print(f"tail coefficient, numerical: {tail:.4f}; 6 cos^2: {6*c**2:.4f}")
print(f"parallel speed {X_cmp:.0f} rho_s before edge, u0=cs: "
      f"{q_marginal:.5f} cs")
for u0, q in q_faster.items():
    print(f"same, u0={u0:.2f} cs: {q:.5f} cs")
for nu, q in q_fric.items():
    print(f"same, friction nu/omega={nu:.0e}: {q:.5f} cs")
print(f"measured exponent of friction error: {friction_exponent:.3f}")
print("EXAMPLE: argon helicon etcher, rough typical inputs")
print(f"electron temperature: {Te_eV:.1f} eV; field: {B:.2f} T; "
      f"angle: {alpha_deg:.0f} deg")
print(f"plasma density: {n_e:.0e} m^-3; ion temperature: {Ti_eV:.1f} eV")
print(f"gas pressure: {p_mTorr:.1f} mTorr; gas temperature: {T_gas:.0f} K")
print(f"ion-neutral cross-section (rough): {sigma_in:.0e} m^2")
print(f"ionisation coefficient (rough): {K_iz:.0e} m^3/s")
print(f"required parallel speed cs: {c_s:.0f} m/s = "
      f"{c_s/const.physical_constants['atomic unit of velocity'][0]:.3e} a.u.")
print(f"parallel energy at entrance: {Te_eV/2:.2f} eV")
print(f"normal speed at entrance: {c_s*s:.0f} m/s")
print(f"ion gyrofrequency: {omega:.3e} rad/s; rho_s: {rho_s*1e3:.2f} mm")
print("drop (eV) | distance to edge (mm) | n/n0 | parallel speed (cs)")
for drop in (0.1, 0.5, 1.0, 1.5, pre_drop * Te_eV):
    u = min(1.0, s * np.exp(drop / Te_eV))
    print(f"{drop:.3f} | {distance_to_edge(u, 1.0)*rho_s*1e3:.2f} | "
          f"{s/u:.3f} | {s*u + c*w_of_u(u, 1.0):.3f}")
print(f"edge velocity (u,v,w): 1.000, {v_edge:.3f}, {w_edge:.3f} cs")
print(f"floating-wall drop, guided electrons: {wall_guided*Te_eV:.2f} eV; "
      f"unmagnetised: {wall_free*Te_eV:.2f} eV")
print(f"impact angle from normal: {impact_angle(wall_guided):.1f} deg; "
      f"unmagnetised: {impact_angle(wall_free):.1f} deg")
print("NEGLECTED EFFECTS")
print(f"Debye length: {debye*1e3:.4f} mm; ratio to rho_s: {debye/rho_s:.4f}")
print(f"electron gyroradius: {rho_e*1e3:.4f} mm; "
      f"ratio to Debye length: {rho_e/debye:.2f}")
print(f"ion mean free path: {mfp*1e3:.0f} mm; nu/omega: {nu_ex:.3f}")
print(f"rho_s/(sin(alpha) x mean free path): {nu_ex/s:.3f}")
print(f"parallel speed {X_cmp:.0f} rho_s before edge with collisions: "
      f"{q_example:.3f} cs")
print(f"ionisation rate / omega: {n_gas*K_iz/omega:.4f}")
print(f"warm-ion entrance speed: {u_warm:.3f} cs")
print(f"missing electron tail at sheath edge: {100*missing_tail:.2f} %")
print("all tests passed")
```

Printed output:

```
TESTS (scaled units, field angle 30 deg)
pushed-ion density error, u0=1.2: 1.1e-04; u0=1.0: 1.3e-03
ion response, u0=0.9 cs, kappa*rho_s=0.3: 1.3006
ion response, u0=0.9 cs, kappa*rho_s=2.0: 2.8909
ion response, u0=1.2 cs, kappa*rho_s=0.3: 0.7597
ion response, u0=1.2 cs, kappa*rho_s=2.0: 1.9234
Debye length / rho_s in mode test: 0.3
largest growth rate x rho_s, u0=0.5 cs: 0.0000
largest growth rate x rho_s, u0=0.9 cs: 0.0000
largest growth rate x rho_s, u0=1.2 cs: 0.6411
largest growth rate x rho_s, u0=2.5 cs: 2.1554
quasineutral growth rate x rho_s, u0=1.2 cs: 0.6910
same, modes at Debye length 0.01 rho_s: 0.6909
kicked flow u0=0.9 cs, largest change of u: 0.201 %
kicked flow u0=1.1 cs reaches edge after: 10.52 rho_s
tail coefficient, numerical: 4.4995; 6 cos^2: 4.5000
parallel speed 2 rho_s before edge, u0=cs: 1.16148 cs
same, u0=1.05 cs: 1.16985 cs
same, u0=1.10 cs: 1.19053 cs
same, friction nu/omega=1e-03: 1.12280 cs
same, friction nu/omega=1e-04: 1.15340 cs
same, friction nu/omega=1e-05: 1.15995 cs
measured exponent of friction error: 0.723
EXAMPLE: argon helicon etcher, rough typical inputs
electron temperature: 3.0 eV; field: 0.10 T; angle: 30 deg
plasma density: 1e+17 m^-3; ion temperature: 0.1 eV
gas pressure: 0.3 mTorr; gas temperature: 300 K
ion-neutral cross-section (rough): 1e-18 m^2
ionisation coefficient (rough): 1e-16 m^3/s
required parallel speed cs: 2692 m/s = 1.230e-03 a.u.
parallel energy at entrance: 1.50 eV
normal speed at entrance: 1346 m/s
ion gyrofrequency: 2.415e+05 rad/s; rho_s: 11.14 mm
drop (eV) | distance to edge (mm) | n/n0 | parallel speed (cs)
0.100 | 94.80 | 0.967 | 1.033
0.500 | 23.82 | 0.846 | 1.154
1.000 | 7.92 | 0.717 | 1.283
1.500 | 2.02 | 0.607 | 1.393
2.079 | 0.00 | 0.500 | 1.500
edge velocity (u,v,w): 1.000, -0.230, 1.155 cs
floating-wall drop, guided electrons: 14.04 eV; unmagnetised: 16.12 eV
impact angle from normal: 21.5 deg; unmagnetised: 20.1 deg
NEGLECTED EFFECTS
Debye length: 0.0407 mm; ratio to rho_s: 0.0037
electron gyroradius: 0.0413 mm; ratio to Debye length: 1.01
ion mean free path: 104 mm; nu/omega: 0.108
rho_s/(sin(alpha) x mean free path): 0.215
parallel speed 2 rho_s before edge with collisions: 0.644 cs
ionisation rate / omega: 0.0040
warm-ion entrance speed: 1.049 cs
missing electron tail at sheath edge: 0.24 %
all tests passed
```
